# Current share of low-barrier patches in a metal–MoS₂ contact

## Problem

A metal lies on a thick n-type MoS₂ flake. Over 99 percent of the contact area the electron barrier is $\phi_b=0.60$ eV. Patches covering the remaining fraction $f=0.01$ have a barrier lower by $D=0.20$ eV, so $\phi_p=\phi_b-D=0.40$ eV. Both are measured from the metal Fermi level to the conduction-band edge at the interface, before any image-force lowering. In the simplest picture this edge is the top of the barrier.

(a) What share of the current passes through the patches at 300 K?
(b) How does the share depend on temperature and on $D$, and what barrier would a temperature-dependent measurement report?
(c) For patches of radius 300 nm, how far do the main neglected effects move the answer?

## Solution

### (a) The share

Assume first that electrons cross by thermionic emission, that both regions have the same voltage drop and the same band masses, and that every electron reaching the barrier top crosses it. Let $q>0$ be the elementary charge, $k$ Boltzmann's constant and $g$ the number of equivalent valleys. For barriers many $kT$ high, the occupation of a state with kinetic energy $\varepsilon$ above the barrier is $e^{-(\phi+\varepsilon)/kT}$. With two spins, the one-way current density along the normal $z$ is

$$J_0=\frac{2qg}{(2\pi)^3}\,e^{-\phi/kT}\int d^2k_\parallel\, e^{-\hbar^2k_\parallel^2/2m_\parallel kT}\int_0^\infty dk_z\,\frac{\hbar k_z}{m_z}\,e^{-\hbar^2k_z^2/2m_zkT}.$$

The first integral is a two-dimensional Gaussian, equal to $2\pi m_\parallel kT/\hbar^2$. In the second, the substitution $\varepsilon_z=\hbar^2k_z^2/2m_z$ gives $\hbar k_z\,dk_z/m_z=d\varepsilon_z/\hbar$, so it equals $kT/\hbar$. With $\hbar=h/2\pi$,

$$J_0=\frac{qg\,m_\parallel (kT)^2}{2\pi^2\hbar^3}e^{-\phi/kT}=A^*T^2e^{-\phi/kT},\qquad A^*=\frac{4\pi qg\,m_\parallel k^2}{h^3}.$$

A forward voltage $V$ raises the semiconductor Fermi level by $qV$ relative to the metal. It multiplies the flux into the metal by $e^{qV/kT}$ and leaves the opposite flux unchanged, so the net density is $J=J_0(e^{qV/kT}-1)$.

The currents of the two regions add in proportion to area. The factor $A^*T^2(e^{qV/kT}-1)$ is common to both and cancels:

$$S=\frac{f e^{-\phi_p/kT}}{f e^{-\phi_p/kT}+(1-f)e^{-\phi_b/kT}}
=\frac{f e^{D/kT}}{f e^{D/kT}+1-f}.$$

The last form follows on multiplying numerator and denominator by $e^{\phi_b/kT}$. It is convenient to use the odds, patch current over background current:

$$\frac{S}{1-S}=\frac{f}{1-f}\,e^{D/kT}.$$

At 300 K, $kT=0.025852$ eV, so $D/kT=7.736$ and $e^{D/kT}=2290$. The odds are $(0.01/0.99)\times2290=23.1$, and

$$S=\frac{23.1}{1+23.1}=0.96 .$$

**The patches carry about 96 percent of the current.** Their area is 99 times smaller, but their current density is 2290 times larger. A direct momentum integral with Fermi occupations, at a forward voltage of 0.10 V, also gives 95.86 percent.

### (b) Temperature, sensitivity and apparent barrier

For $kT\gg D$ the formula tends to $S=f$: the barrier difference no longer matters. (The emission law itself also needs $kT\ll\phi_p$, so this is a limit of the formula, not of this contact.) For $kT\ll D$ the background share vanishes as $1-S\approx[(1-f)/f]e^{-D/kT}$. The shares are equal when the odds are one:

$$kT_{1/2}=\frac{D}{\ln[(1-f)/f]},\qquad T_{1/2}=300\ \mathrm{K}\times\frac{7.736}{\ln 99}=505\ \mathrm{K}.$$

Taking the logarithm of the odds and differentiating at fixed $f$ and $T$,

$$\frac{1}{S(1-S)}\frac{dS}{dD}=\frac1{kT}\quad\Rightarrow\quad \frac{dS}{dD}=\frac{S(1-S)}{kT}.$$

This is 1.5 percentage points per 10 meV. The share is insensitive because it is already near one; the odds themselves change by a factor $e^{0.010/0.02585}\approx1.5$.

A barrier can be extracted from the slope of $\ln(J/T^2)$ against $\beta=1/kT$. For the saturation current, with barriers independent of temperature,

$$-\frac{d}{d\beta}\ln\!\left[fe^{-\beta\phi_p}+(1-f)e^{-\beta\phi_b}\right]=S\phi_p+(1-S)\phi_b,$$

since each barrier is weighted by its share of the current. Here it is $0.959\times0.40+0.041\times0.60=0.408$ eV. In this ideal model the measurement would report nearly the patch barrier, although 99 percent of the area has 0.60 eV. The image force treated in (c) would lower the reading by a few hundredths of an eV. Slow drift shifts it too, by an amount and in a direction that depend on how the mobility varies with temperature; hopping raises it if its activation energy is large enough.

### (c) What the simple estimate neglects

Each effect below is first treated separately, as a factor multiplying the odds. The rough material values are $m_\parallel=0.55\,m_0$, $m_z=0.50\,m_0$, $g=6$, relative permittivities $\epsilon_\parallel=15$ and $\epsilon_z=6$, and mobilities of 50 (in-plane) and 2 cm²/Vs (vertical). The doping is $N=10^{17}$ cm⁻³ and the flake is 100 nm thick.

**Depletion layer.** With the donors fully ionized, the electron energy obeys $U''=q^2N/\epsilon_z\epsilon_0$. With $U=U'=0$ at the depletion edge $z=W$, the solution is $U=B(1-z/W)^2$, where $B=q^2NW^2/2\epsilon_z\epsilon_0$ is the band bending. The surface field follows from $qF=-U'(0)=2B/W$. The bulk band edge lies 0.165 eV above the Fermi level, so $B=0.435$ eV under the background and 0.235 eV under a patch. The widths are 53.7 and 39.5 nm, the fields 0.162 and 0.119 MV/cm. The electron tail at the depletion edge, neglected here, lowers these fields by about 3 and 6 percent.

**Pinch-off.** The surrounding high barrier can raise the energy in front of a patch. Laplace's equation $\epsilon_\parallel\nabla_\parallel^2u+\epsilon_z\partial_z^2u=0$ becomes isotropic in the coordinate $\kappa z$, with $\kappa=\sqrt{\epsilon_\parallel/\epsilon_z}=1.58$. The energy change due to a disk is then $-D$ times the solid angle it subtends, divided by $2\pi$: the solid angle is harmonic, tends to $2\pi$ on the disk and vanishes on the plane outside it. On the axis of a patch of radius $a$,

$$U=\text{const}-qFz\left(1-\frac{z}{2W}\right)-D\left[1-\frac{\kappa z}{\sqrt{a^2+\kappa^2z^2}}\right],$$

where $F$ and $W$ belong to the background. This sum ignores how the depletion edge shifts under the patch. For patches wider than $W$ it still gives a fair barrier height, because the top lies at the metal, but not the field well inside the patch, which is close to the patch value above. The initial slope is $-qF+\kappa D/a$. The energy falls away from the metal, leaving the patch open, if $a$ exceeds about $\kappa D/qF=19.5$ nm. At a distance $d$ inside a straight edge, the bracket is replaced by $1-\arctan(\kappa z/d)/\pi$, where the arctangent stands for the polar angle about the edge, running from 0 on the patch to $\pi$ on the background. The expression is harmonic and equals one on the patch and zero outside it. Its slope contributes $\kappa D/\pi d$, so a rim about $\kappa D/\pi qF=6.2$ nm wide is affected. Averaging $e^{-(\text{local barrier}-\phi_p)/kT}$ over the 300 nm patch gives a factor 0.978.

**Image force.** In the same scaled coordinates a point charge has the potential $q/4\pi\epsilon_0\epsilon_\parallel z$ along the normal. Its image is at distance $2z$, and an induced charge brings a further factor one half, so the energy is $-q^2/16\pi\epsilon_0\epsilon_\parallel z$. Added to $-qFz$, it has its maximum at $z_m=\sqrt{q/16\pi\epsilon_0\epsilon_\parallel F}$. The two terms are equal there, and the barrier is lowered by

$$2qFz_m=q\sqrt{\frac{qF}{4\pi\epsilon_0\epsilon_\parallel}}.$$

This is 39.4 meV for the background and 33.8 meV for the patch, whose field is weaker. The factor is $e^{-5.6/25.85}=0.805$.

**Tunnelling.** Electrons of normal energy $E<B$ can cross with the semiclassical probability $e^{-\theta(E)}$, where $\theta=(2/\hbar)\int\sqrt{2m_z(U-E)}\,dz$ over the forbidden stretch. Relative to emission over the top, the current grows by

$$1+\int_0^B e^{(B-E)/kT-\theta(E)}\,\frac{dE}{kT}.$$

The results are 2.56 for the background and 2.08 for the patch, a factor 0.81 in the odds. This is rough, because the expression leaves out the rounding of the barrier by the image force and assumes full transmission at the barrier top and above, as well as coherent motion across the layers.

**Slow vertical drift.** Let $n_e$ be the equilibrium density at the barrier top and $n$ the actual one under reverse bias. Emission supplies $qv_R(n_e-n)$ and drift removes $qv_Dn$. Equating them gives $n=n_ev_R/(v_R+v_D)$, hence

$$J=qn_e\frac{v_Rv_D}{v_R+v_D}.$$

For a Maxwell distribution the one-way flux is $n_ev_R$ with the emission velocity $v_R=\sqrt{kT/2\pi m_z}=3.8\times10^6$ cm/s. The drift velocity, roughly mobility times field, is $3.1\times10^5$ cm/s for the background and $2.2\times10^5$ cm/s for the patch. Drift is therefore the bottleneck, and the odds acquire a factor 0.727. Without the image force, the patch current itself would drop to about 6 percent of the thermionic value. The share survives much better than the absolute current.

A vertical mobility this low corresponds to a formal mean free path of about 0.04 nm, far below the layer spacing of about 0.6 nm. Electrons then hop from layer to layer, and the emission velocity and the coherent tunnelling used above are only formal estimates. The factor $e^{D/kT}$, which dominates the share, comes from the equilibrium density at the barrier top and does not depend on ballistic motion.

**Series resistance.** At small voltage $J\approx J_0qV/kT$, so a patch has the junction resistance $(kT/q)/(J_0\pi a^2)$. With $J_0=6.8$ A/cm² this is 1344 kΩ. Its current spreads through the undepleted sheet, of resistance $R_\square=270$ kΩ per square, to a cell radius $b=a/\sqrt f=10a$. Outside the patch the rings add up to $(R_\square/2\pi)\ln(b/a)$. Inside, uniform injection gives $I(r)=Ir^2/a^2$, and the heat $\int_0^a I(r)^2R_\square\,dr/2\pi r=I^2R_\square/8\pi$ defines the remaining part. Thus

$$R_s=\frac{R_\square}{2\pi}\left(\ln\frac ba+\frac14\right)=110\ \mathrm{k\Omega}.$$

A straight vertical column below the depletion layer would add 67 kΩ. This overstates the resistance, especially for small patches, because the current spreads sideways on its way down. The spreading term is also on the high side: if the current leaves the sheet evenly over the cell instead of at its edge, $R_s$ is nearly 80 kΩ. With ideal emission, and neglecting the smaller effect on the background, the factor is $1344/(1344+110+67)=0.88$. This holds only for $|qV|\ll kT$. Under forward bias the patch current grows, and the series drop grows with it. Solving $I=I_0(e^{q(V-IR)/kT}-1)$ with $R=177$ kΩ and fixed barriers gives a factor 0.58 at 0.05 V and 0.23 at 0.10 V, where the share is down to 84 percent. Slow drift postpones this loss to higher voltage but does not remove it.

**Together.** The product of the five factors is 0.41, which would lower the odds from 23.1 to 9.5 and the share to about 90 percent. But the effects are not independent. Slow drift reduces the current and with it the series voltage. Coherent tunnelling would still raise the current, because tunnelling electrons avoid the slowest stretch near the barrier top, and its factor in the odds would fall from 0.81 to roughly 0.7. It is left out here because coherent motion across several layers is doubtful when electrons hop. Without these two factors the product is $0.978\times0.805\times0.727=0.57$, the odds are 13.2 and the share is about 93 percent. This is the more consistent estimate for the low vertical mobility assumed here, though not a bound. The remaining effects are coupled too: near the rim of a patch the field is weaker, and so is the image-force lowering. Together with the electron tail, this brings the share at small voltage down to roughly 91 or 92 percent. Thermionic hole injection into the bulk is negligible. With a gap of 1.25 eV, the hole barrier at the background interface is 0.65 eV, which alone would give 0.6 percent of the ideal electron current. But holes must also climb the band bending into the bulk, where the valence-band edge lies $1.25-0.165=1.085$ eV below the Fermi level. Recombination inside the depletion layer is not included.

## A few cases

Coverage and both barriers are held fixed. The last four rows include pinch-off and series resistance at small voltage, with ideal emission, but not the other corrections.

| Case | Patch share |
|---|---:|
| 200 K, ideal | 99.9 % |
| 300 K, ideal | 95.9 % |
| 400 K, ideal | 77.0 % |
| 300 K, radius 10 nm | 64 % |
| 300 K, radius 30 nm | 94 % |
| 300 K, radius 100 nm | 95 % |
| 300 K, radius 1000 nm | 92 % |

Small patches lose current to pinch-off: at 10 nm its factor is 0.08. The image force, not included in the table, adds to this loss. In front of a small patch the barrier top lies several nanometres from the metal, where the image force is weak, while the background barrier keeps its full lowering. With ideal emission the share then falls to about 85 percent at 30 nm and roughly 30 percent at 10 nm. With slow drift as well, it is about 70 percent at 30 nm and still roughly 30 percent at 10 nm, where sideways diffusion toward the patch makes up part of the loss. Large patches, again with ideal emission, lose current to series resistance, whose factor at 1000 nm is roughly 0.5. Slow drift would reduce the current and remove most of this loss. At radii from 30 to 300 nm and small voltage, pinch-off and series resistance alone lower the share by about two percentage points or less.

## Relation to real contacts

The parameters are rough values for a high-work-function metal on thick n-type MoS₂. The two barriers are assumed, not measured. Lower barriers with the same $D$ leave the ideal share unchanged while the barriers remain many $kT$ high, but they raise the current and make series resistance more important. The vertical mobility is especially uncertain. Patch size matters as well: if the low barriers come from defects some 10 nm in radius, the table gives 64 instead of 96 percent, and the image force lowers this to roughly 30 percent. At this doping only one or two donors lie in front of such a patch, so the smooth space charge assumed here is itself a rough picture. The contact must also be short compared with the current transfer length for its patches to share nearly the same voltage. This length is 11.6 µm with ideal emission and longer when slow drift lowers the current. At 1 percent coverage the cell around a 1000 nm patch is already 20 µm wide, so that row of the table only illustrates the trend. In a monolayer the vertical model fails altogether for an enclosed patch, because electrons entering there still face the higher band edge around it. The numerical output lists the remaining intermediate values.

## Computed results

```
Inputs: coverage 1.0 %, barriers 0.60 and 0.40 eV, T 300 K
Masses in-plane, vertical: 0.55, 0.50 m0; valleys 6
Permittivity in-plane, vertical: 15, 6; gap 1.25 eV
Doping 1.0e+17 cm^-3; flake 100 nm; patch radius 300 nm
Mobility in-plane, vertical: 50, 2 cm2/Vs
Thermal energy kT: 0.025852 eV; D/kT: 7.7363
Boltzmann factor exp(D/kT): 2290.1
Odds patch:background: 23.132
Ideal patch share, formula: 95.86 %
Ideal patch share, momentum integral: 95.86 %
Ideal patch share at 200 K: 99.91 %
Ideal patch share at 250 K: 99.09 %
Ideal patch share at 350 K: 88.45 %
Ideal patch share at 400 K: 76.98 %
Equal-share temperature: 505.1 K
Share change per 10 meV of D: 1.54 percentage points
Apparent barrier, formula and slope: 0.4083, 0.4083 eV
Richardson constant: 396.6 A/cm2K2
Saturation current patch, background: 6.805e+00, 2.972e-03 A/cm2
Band edge above Fermi level in bulk: 0.165 eV
Band bending background, patch: 0.435, 0.235 eV
Depletion width background, patch: 53.7, 39.5 nm
Surface field background, patch: 0.162, 0.119 MV/cm
Pinch-off radius on axis: 19.5 nm; edge strip: 6.2 nm
Image lowering background, patch: 39.4, 33.8 meV
Tunnelling energy E00: 3.39 meV
Tunnelling gain background, patch: 2.562, 2.079
Emission velocity: 3.80e+06 cm/s
Drift velocity background, patch: 3.14e+05, 2.23e+05 cm/s
Sheet resistance: 269.8 kOhm/square
Patch junction, spreading, vertical: 1343.5, 109.6, 66.8 kOhm
Current transfer length: 11.6 um
Odds factor, pinch-off: 0.978; share 95.8 %
Odds factor, image force: 0.805; share 94.9 %
Odds factor, tunnelling: 0.811; share 94.9 %
Odds factor, slow drift: 0.727; share 94.4 %
Odds factor, series resistance: 0.884; share 95.3 %
Odds factor, all, product: 0.410; share 90.5 %
Upper estimate of hole/electron current: 0.60 %
Radius 10 nm: pinch 0.081, series 0.953, share 64.2 %
Radius 30 nm: pinch 0.685, series 0.952, share 93.8 %
Radius 100 nm: pinch 0.928, series 0.944, share 95.3 %
Radius 1000 nm: pinch 0.994, series 0.511, share 92.2 %
```
